# Why a Conductive Suboxide Target Reduces Hysteresis in Reactive Sputtering

A conductive suboxide target reduces the hysteresis of reactive sputtering, but the smaller oxygen need of its atoms is only part of the reason. Less need shrinks the loop in oxygen flow and pressure. In the surface-balance model derived below, the loop disappears at a given pumping speed because the target surface is already largely oxidised: it captures less oxygen, and its sputter yield falls much less when oxidation is completed. Hysteresis under flow control is absent in this model if the pumping speed \(S\) satisfies

\[
S\ \ge\ \alpha\,\frac{\bar v}{4}\,A_t\,(r-1)(1-\theta_0)^2 .
\]

Here \(\alpha\) is the sticking probability of O\(_2\) on bare sites, \(\bar v\) its mean thermal speed, \(A_t\) the target area, \(r\) the ratio of bare to oxidised sputter yield, and \(1-\theta_0\) the bare fraction of the target surface when no oxygen is admitted. This condition is sufficient, not necessary. The oxygen need per atom does not appear in it separately.

For a tungsten example with rough parameters, the computed critical pumping speed drops from 223 L/s for the metal target to 0.11 L/s for WO\(_{2.7}\).

## The surface balances

Let the complete oxide be MO\(_z\) and the target bulk MO\(_{x_0}\). The bulk is treated as a mosaic: a fraction \(b=x_0/z\) of its metal sites carries the full \(z\) oxygen atoms, and the rest carries none. A metal target has \(b=0\). The mean need per metal atom is then \(z(1-b)=z-x_0\).

An ion flux \(J\) strikes the target. The yields \(Y_m\) from bare sites and \(Y_c\) from oxidised sites count metal atoms per ion, with \(r=Y_m/Y_c>1\). The O\(_2\) impingement flux is \(F=p/\sqrt{2\pi mkT}\), where \(p\) is the oxygen partial pressure and \(m\) the molecular mass. The current is held fixed, target and collector are each uniform, and all sputtered material reaches the collector.

Each molecule brings two atoms, and a bare site needs \(z\) of them. The rate of site completion per bare site, divided by \(J\), is therefore proportional to

\[
a=\frac{2\alpha F}{zJ}.
\]

Let \(\theta\) be the oxidised fraction of the target surface. The metal emission per ion is \(R=Y_m(1-\theta)+Y_c\theta\). Every emitted metal atom exposes a new site, which is oxidised with probability \(b\). In the steady state, the gain of oxidised sites from gas and bulk equals their loss by sputtering:

\[
a(1-\theta)+b\,[Y_m(1-\theta)+Y_c\theta]=Y_c\theta .
\]

Collecting the terms in \(\theta\) gives

\[
\theta=\frac{a+bY_m}{D},\qquad D=a+bY_m+(1-b)Y_c .
\]

Inserting this into \(R=Y_m-(Y_m-Y_c)\theta\),

\[
R=\frac{Y_mD-(Y_m-Y_c)(a+bY_m)}{D}
=\frac{Y_c(a+Y_m)}{D},
\]

because the terms \(aY_m\) and \(bY_m^2\) cancel and the two products of \(Y_mY_c\) add to one.

Without oxygen gas, \(a=0\), the bare fraction and the emission are

\[
1-\theta_0=\frac{1-b}{1+b(r-1)},\qquad
Y_s=\frac{Y_m}{1+b(r-1)} .
\]

The bare fraction is smaller than \(1-b\) because bare sites sputter faster and are removed sooner. Subtracting one from \(Y_s/Y_c\) gives

\[
\frac{Y_s}{Y_c}-1=\frac{r-1-b(r-1)}{1+b(r-1)}=(r-1)(1-\theta_0).
\]

The remaining yield contrast is thus the metal's contrast multiplied by the bare fraction.

A stochastic simulation of 20,000 sites tested these balances for \(b=0.5,\ a=0.2\) and for \(b=0.9,\ a=0\), with yields 0.6 and 0.1. Coverage and emission agreed with the formulas within 0.003.

## Where the lower oxygen need enters

The collector has area \(A_c\) and oxidised surface fraction \(\theta_c\). It gains oxidised sites from gas and from sputtered oxide, and growth buries them:

\[
aA_c(1-\theta_c)+A_tY_c\theta=A_tR\theta_c .
\]

The target takes up \(zJA_ta(1-\theta)\) oxygen atoms per unit time. By the target balance this equals \(zJA_t(Y_c\theta-bR)\). The collector takes up \(zJA_ca(1-\theta_c)=zJA_t(R\theta_c-Y_c\theta)\). In the sum \(G\), the sputtered oxygen cancels:

\[
G=zJA_tR(\theta_c-b)=JA_tR\,(z\theta_c-x_0).
\]

This is the correct content of the statement that atoms from a suboxide need less additional oxygen. The gas supplies the difference between the oxygen in the film and the oxygen that came with the target material.

The admitted flow \(Q\), in molecules per unit time, is the sum of pumping and uptake:

\[
Q(p)=\frac{Sp}{kT}+\frac{G(p)}{2}.
\]

If \(Q(p)\) has a falling section, one flow can belong to several pressures. On that section, let the pressure rise slightly while the surfaces follow. The chamber then consumes and pumps less than is admitted, so the pressure rises further. The falling section is unstable under flow control, and its ends are the folds at which the process jumps.

A falling section exists if \(S\) is below the critical value

\[
S_c=\max_p\left[-\frac{kT}{2}\frac{dG}{dp}\right],
\]

provided that this maximum is positive. A small \(G\) does not by itself ensure a small \(S_c\), since \(S_c\) depends on the slope.

## The bound on the critical pumping speed

Write the uptake as that of a complete film minus the film's deficit:

\[
\frac{G}{zJA_t}=(1-b)R-R(1-\theta_c).
\]

The first term falls as the target oxidises. Since \(D-a-Y_m=-(1-b)(Y_m-Y_c)\),

\[
\frac{dR}{da}=Y_c\,\frac{D-(a+Y_m)}{D^2}
=-\frac{(1-b)Y_c(Y_m-Y_c)}{D^2}.
\]

For the second term, the collector balance gives, with \(\kappa=A_c/A_t\),

\[
R(1-\theta_c)=Y_m(1-\theta)\,\frac{R}{\kappa a+R}.
\]

Both factors decrease with \(a\): the target loses bare sites, and \(\kappa a/R\) grows. The deficit therefore decreases, which adds a positive contribution to \(dG/da\). An incomplete film weakens the fall of the uptake, and

\[
-\frac{dG}{da}\le zJA_t\,
\frac{(1-b)^2Y_c(Y_m-Y_c)}{D^2}.
\]

The right side is largest at \(a=0\), where \(D=Y_c[1+b(r-1)]\). To convert to pressure, use \(da/dp=2\alpha F/(zJp)\) and

\[
kT\,\frac{F}{p}=\sqrt{\frac{kT}{2\pi m}}=\frac{\bar v}{4}.
\]

The factors \(z\) and \(J\) cancel, as does the 2 from the two atoms per molecule. The result is

\[
S_c\le\alpha\frac{\bar v}{4}A_t(r-1)
\left[\frac{1-b}{1+b(r-1)}\right]^2,
\]

which is the condition stated at the outset. One factor \(1-\theta_0\) represents the reduced capture of gas by the target, the other the reduced yield contrast.

The need cancels for a physical reason. At \(a=0\) the target oxidises with pressure at the rate

\[
\frac{d\theta}{da}=\frac{(1-b)Y_c}{D^2}=\frac{(1-\theta_0)^2}{(1-b)Y_c}.
\]

For a given bare fraction, a smaller need \(1-b\) makes poisoning proportionally steeper. This compensates the smaller amount of oxygen released from consumption per lost metal atom. At equal gas capture and yields, a target that is cheap to supply is also cheap to poison. The mosaic suboxide captures little gas and is not poisoned more easily than the metal: its bare fraction \((1-b)Y_c/D\) halves at \(a=Y_c[1+b(r-1)]\), which grows with \(b\).

The bound describes a complete film. With the collector enlarged to \(10^{12}\) cm\(^2\), the computed \(S_c\) lay within 5% of the bound for \(b=0,\,0.1,\,0.3,\,0.5\) and 0.9. For an ordinary collector it lies well below.

## Separating the two causes

Consider first a uniform target whose sites need \(w<z\) oxygen atoms each, but whose sticking and yields equal those of the metal. The balances keep their metal form, with \(a=2\alpha F/(wJ)\). Coverage, emission and film oxidation then depend on pressure through \(p/w\), so that \(G=w\,g(p/w)\) and

\[
\frac{Q}{w}=\frac{S}{kT}\frac{p}{w}+\frac12\,g\!\left(\frac{p}{w}\right).
\]

Fold pressures, fold flows and loop width all shrink in proportion to \(w\). The slope \(dG/dp=g'(p/w)\) takes the same values as before, so \(S_c\) is unchanged. Less need alone gives a smaller loop, not a loop-free process.

Now keep the full need \(z\) and \(b=0\), but lower the bare yield to \(Y_s\). The bound becomes \(\alpha(\bar v/4)A_t(Y_s/Y_c-1)\). If the two yields are equal, \(R\) is constant while \(\theta_c\) rises with pressure, so \(G\) rises and there is no loop at any pumping speed, however large the oxygen need.

In the mosaic, need, capture and yield contrast all change together with \(b\). The controls show which consequence belongs to which change.

Suppression has a limit. At large \(a\) the film deficit falls as \(1/a^2\), whereas

\[
R=Y_c\left[1+\frac{(1-b)(Y_m-Y_c)}{D}\right]
\]

approaches \(Y_c\) as \(1/a\). For \(b<1\) and \(r>1\), a weak fall of the uptake therefore survives at high pressure. The suboxide has a small \(S_c\), not a vanishing one.

## How large: tungsten and WO\(_{2.7}\)

Take a small DC magnetron with a 45 cm\(^2\) target at 10 mA/cm\(^2\), a 2000 cm\(^2\) collector, 50 L/s of pumping and gas at 300 K. The metal target is bcc tungsten, the complete oxide WO\(_3\). Rough round values are \(Y_m=0.6\), \(Y_c=0.1\) and \(\alpha=0.5\). For WO\(_{2.7}\), \(b=2.7/3=0.90\), and the need is 0.3 instead of 3 oxygen atoms per tungsten atom.

With \(r=6\), the zero-oxygen surface has

\[
1-\theta_0=\frac{0.1}{1+0.9\times5}=0.0182,\qquad
Y_s=\frac{0.6}{5.5}=0.109 .
\]

Complete oxidation lowers this yield from 0.109 to 0.1; for the metal it falls from 0.6 to 0.1. With \(\bar v/4=11.14\) L/s/cm\(^2\), the bounds are

\[
\begin{aligned}
\text{W:}\quad &0.5\times11.14\times45\times5=1253\ \text{L/s},\\
\text{WO}_{2.7}\text{:}\quad &1253\times(0.0182)^2=0.41\ \text{L/s}.
\end{aligned}
\]

The computed critical speeds are 223 and 0.11 L/s. At 50 L/s the metal target has a loop and the suboxide has none.

The metal loop extends from 2.62 to 3.56 sccm, a width of 0.94 sccm. At 3.09 sccm, integrating the gas, target and collector balances in time gives two end states. A clean start leads to 0.0096 mTorr and a film with O/W = 1.87. An oxidised start leads to 0.467 mTorr and O/W = 3.00. For WO\(_{2.7}\), both starts reached the same state at each of six flows tested between 0.05 and 3.09 sccm.

The controls give the following:

- **Need reduced to 0.3, nothing else changed:** the loop narrows tenfold to 0.094 sccm, but \(S_c\) remains 223 L/s.
- **Bare yield reduced to 0.109, need kept at 3:** \(S_c\) falls to 1.9 L/s, and the loop at 50 L/s is gone.

The second value also applies to a uniform suboxide with need 0.3 and yield 0.109 on which every surface site captures oxygen as bare metal does, because \(S_c\) is independent of need in that case. The step from 1.9 to 0.11 L/s therefore depends on the mosaic assumption that few sites capture oxygen. The absence of a loop at 50 L/s does not depend on the low capture, but it does depend on the low initial yield, and the value 0.109 is itself taken from the mosaic. A uniform suboxide would show a loop at 50 L/s once its initial yield exceeded about 0.19.

A nearly complete film, O/W = 2.97, shows what this means in operation. The metal target reaches it at 0.166 mTorr, between its folds. There \(dQ/dp=-1.29\) sccm/mTorr, so flow control cannot hold the point. The suboxide reaches the same composition at 0.011 mTorr with \(dQ/dp=+4.43\) sccm/mTorr.

The suboxide flow follows from the balance. The tungsten emission is \(6.79\times10^{15}\) /cm\(^2\)/s, and each atom takes \(2.97-2.70=0.27\) oxygen atoms from the gas. The uptake in molecules is

\[
\tfrac12\times45\times6.79\times10^{15}\times0.27
=4.1\times10^{16}\ \text{s}^{-1},
\]

or 0.09 sccm, since 1 sccm is \(4.48\times10^{17}\) molecules/s. Pumping removes another 0.04 sccm, which gives the total of 0.13 sccm. The metal target needs 2.64 sccm.

Stability has a price in rate. At equal current and film composition, the suboxide emits half as much tungsten as the metal target, whose emission is \(1.37\times10^{16}\) /cm\(^2\)/s. That metal operating point, however, requires feedback. The metal target can also be run without feedback on its oxidised branch: at 3.6 sccm, above the loop, it gives O/W = 2.998 and emits \(8.6\times10^{15}\) /cm\(^2\)/s, still about 1.3 times the suboxide value. In this model the suboxide therefore brings no gain in rate over oxidised-mode sputtering of the metal; what it brings is a single state at every flow and a small oxygen supply.

## Neglected effects and the real target

The main model omits several processes. Their influence on \(S_c\) was computed one at a time, with the other settings held fixed:

- **Oxygen implantation.** The ion beam is given the oxygen fraction of the gas at 3 mTorr Ar, and implanted atoms complete sites until the target is fully oxidised. \(S_c\) becomes 275 L/s for W and 1.5 L/s for WO\(_{2.7}\).
- **Return of oxygen.** If 20% of the sputtered oxygen returns to the gas, the values are 222 and 0.05 L/s.
- **Non-uniform current.** With half the target at 1.6 times and half at 0.4 times the mean current, they are 184 and 0.09 L/s.
- **Lower oxide yield.** With \(Y_c\) halved, they are 360 and 0.09 L/s.

Implantation matters most for the suboxide, raising its \(S_c\) about fourteenfold. At low pressure, implantation completes \(2/(3\times3)=0.22\) sites per ion and mTorr. Surface capture completes \(a(1-\theta_0)/p=1.91\times0.0182=0.035\) in the same units. Together, the two processes make the initial poisoning about seven times as steep as capture alone. For a complete film, \(S_c\) would rise by the same factor; with the finite collector of the example, the rise is larger. Few bare sites protect against capture from the gas, but not against implanted oxygen. In all four variants, 50 L/s still lies between the two critical speeds.

A real reduced tungsten oxide contains tungsten in lower oxidation states, not a mixture of bare metal and WO\(_3\) sites. Ion bombardment can also remove oxygen preferentially and leave a reduced surface, whereas the mosaic predicts a surface richer in oxide than the bulk. This is the assumption most open to doubt. The uniform-suboxide case moves \(S_c\) from 0.11 to 1.9 L/s at the same initial yield; a strongly reduced surface with a higher yield would move it further. The yields and sticking are rough, and 50 L/s represents a small or throttled pump. Without implantation \(\alpha\) enters only through \(a\), so \(S_c\) is proportional to it: at \(\alpha=0.1\) the metal value is 45 L/s and the metal target has no loop at 50 L/s. The same holds at \(\alpha=0.5\) if \(Y_c\) exceeds about 0.32. At speeds above 223 L/s the model would show no loop for the metal target either. Changes of discharge voltage on oxidation and gas heating are not included.

Conductivity does not enter the oxygen balance. It allows the target to carry direct current. At 10 mA/cm\(^2\) through a thickness of 0.6 cm, a 4 V drop corresponds to a resistivity of \(4/(0.01\times0.6)=667\) ohm cm. This sets the scale for an acceptable ohmic loss; it does not ensure that an oxidised surface layer remains free of charging.

## What to do in practice

**Judge a suboxide target by its yield contrast, not by its oxygen content alone.** At fixed current, compare the metal emission without added oxygen with that of the fully oxidised surface. For a uniform suboxide, the bound guarantees a loop-free process if

\[
\frac{Y_s}{Y_c}-1\le\frac{S}{\alpha(\bar v/4)A_t}
=\frac{50}{0.5\times11.14\times45}=0.20 .
\]

In the example, an emission excess of up to 20% over the oxidised value is safe within the model without implantation, whatever the oxygen need. Implantation uses up part of this margin, and more of it at higher current. A larger excess does not prove that a loop exists, because the finite collector lowers \(S_c\).

**Do not reduce the target more than conductivity requires.** In the mosaic model without implantation, the loop at 50 L/s disappears at \(b=0.23\), or O/W = 0.69; implantation moves this threshold to a higher oxygen content. Such a composition is best read as a metal–oxide composite. WO\(_{2.7}\) lies far beyond this threshold, which leaves room for errors in the yields. A more reduced target emits more metal at the same current and oxygen pressure, since \(D\) increases with \(b\), but it gives up part of that margin.

**Do not expect more current to remove the loop.** In the model without implantation, \(J\) enters through the same scaling as the need: \(G=J\,h(p/J)\). Raising the current at fixed yields moves the folds to higher flow and pressure and leaves \(S_c\) unchanged. More pumping, or a smaller target at a fixed ratio of collector to target area, does help.

**Resize the oxygen supply.** The suboxide operating point above uses 0.13 sccm, about one twentieth of the metal's flow. A controller sized for several sccm may resolve this poorly, and leaks or outgassing form a larger share of the oxygen budget. The process is then free of hysteresis, but its film composition still depends on a small flow being held steady.

The numerical output below gives the intermediate compositions and the remaining values.

## Calculated quantities

```
O2 impingement at 1 mTorr: 3.585e+17 /cm2/s
ion flux at 10 mA/cm2: 6.242e+16 /cm2/s
areas target, collector: 45, 2000 cm2
pumping speed: 50 L/s; gas temperature: 300 K
sticking: 0.5; yields bare, oxide: 0.6, 0.1 W/ion
v/4 for O2: 11.14 L/s/cm2
bulk O/W: 2.7; oxidised bulk fraction b: 0.90
oxygen need metal, suboxide: 3.0, 0.3 O/W
suboxide bare fraction at zero O2: 0.01818
suboxide yield at zero O2: 0.1091 W/ion
metal upper fold: 3.561 sccm at 0.0238 mTorr
metal lower fold: 2.620 sccm at 0.2042 mTorr
metal loop width: 0.942 sccm
test flow inside loop: 3.090 sccm
metal, clean start: p 0.0096 mTorr, target oxidised 0.155, film O/W 1.866
metal, oxidised start: p 0.4671 mTorr, target oxidised 0.899, film O/W 2.995
Sc bound metal, suboxide: 1253.1, 0.414 L/s
Sc computed metal, suboxide: 223.1, 0.111 L/s
need-only control: Sc 223.1 L/s, loop width 0.0942 sccm
yield-only control: Sc 1.85 L/s, bound 22.78 L/s
loop vanishes at 50 L/s for b = 0.230, bulk O/W = 0.69
b 0.0: Sc 223.104 L/s, bound 1253.080 L/s
b 0.1: Sc 111.991 L/s, bound 451.109 L/s
b 0.2: Sc 59.921 L/s, bound 200.493 L/s
b 0.3: Sc 32.883 L/s, bound 98.241 L/s
b 0.5: Sc 9.526 L/s, bound 25.573 L/s
b 0.9: Sc 0.111 L/s, bound 0.414 L/s
metal, film O/W 2.97: p 0.1661 mTorr, flow 2.642 sccm
  dQ/dp -1.29 sccm/mTorr, W emission 1.371e+16 /cm2/s
suboxide, film O/W 2.97: p 0.0111 mTorr, flow 0.132 sccm
  dQ/dp 4.43 sccm/mTorr, W emission 6.788e+15 /cm2/s
oxygen implantation, 3 mTorr Ar: Sc metal 275.3, suboxide 1.546 L/s
20% of sputtered O returns to gas: Sc metal 221.5, suboxide 0.049 L/s
half areas at 1.6 and 0.4 current: Sc metal 184.2, suboxide 0.091 L/s
oxide yield halved: Sc metal 359.8, suboxide 0.086 L/s
resistivity for 4 V drop over 0.6 cm: 667 ohm cm
```
